# Graphene Landau Levels in Crossed Fields by a Lorentz Boost

## Problem

A graphene sheet lies in the $xy$ plane, in a uniform magnetic field $B>0$ along $+z$ and a uniform electric field $E\ge 0$ along $+x$. Near one corner of the Brillouin zone an electron of charge $-e$ obeys

$$H=v\sigma_x p_x+v\sigma_y(p_y+eBx)+eEx ,\qquad \mathbf A=(0,Bx,0).$$

Here $v$ is the Dirac speed, and the Pauli matrices act on the two sublattice amplitudes. The last term is the potential energy of a negative charge in a field along $+x$. Spin, disorder, interactions and departures from the linear cone are left out. Define

$$\beta=\frac{E}{vB},\qquad l=\sqrt{\frac{\hbar}{eB}} .$$

1. Estimate by scaling how the Landau-level energies depend on $\beta$.
2. Find the levels from a Lorentz boost in which $v$ plays the part of the speed of light.
3. Decide which quantity must be held fixed when spacings at different $E$ are compared, and what happens at $\beta=1$ and beyond.
4. Evaluate the first spacing for $v=1.0\times10^6$ m/s, $B=2$ T and $E=12$ kV/cm.

The other valley needs no separate work. Its Hamiltonian can be written with $-\sigma_x$ in place of $\sigma_x$, and conjugation by $\sigma_y$ restores the form above, because $\sigma_y\sigma_x\sigma_y=-\sigma_x$.

## First estimate by scaling

Since $H$ does not contain $y$, $p_y=\hbar k$ is conserved. Take $k=0$ and a classical electron of energy $\varepsilon>0$. Its kinetic energy is $v$ times the kinetic momentum, so

$$(\varepsilon-eEx)^2=v^2p_x^2+(veBx)^2 .$$

Write $u=veBx$, so that $eEx=\beta u$. Then

$$v^2p_x^2=\varepsilon^2-2\beta\varepsilon u-(1-\beta^2)u^2 ,$$

and completing the square gives

$$v^2p_x^2+(1-\beta^2)\left(u+\frac{\beta\varepsilon}{1-\beta^2}\right)^2=\frac{\varepsilon^2}{1-\beta^2}.$$

For $\beta<1$ this is an ellipse in the $(x,p_x)$ plane, with half-axes

$$p_m=\frac{\varepsilon}{v(1-\beta^2)^{1/2}},\qquad x_m=\frac{\varepsilon}{veB(1-\beta^2)} .$$

The electric field stretches the orbit in both directions. A quantum state needs a phase-space area of order $\hbar$, so for the $n$th level set $x_mp_m\sim n\hbar$:

$$\frac{\varepsilon^2}{v^2eB(1-\beta^2)^{3/2}}\sim n\hbar
\quad\Longrightarrow\quad
\varepsilon\sim\sqrt n\,\frac{\hbar v}{l}(1-\beta^2)^{3/4}.$$

A stretched orbit reaches a given area at a lower energy, which is why the levels move together. The estimate leaves open the numerical factor and any constant added to $n$. For $\beta>1$ the coefficient of the squared term in $u$ is negative, the ellipse becomes a hyperbola, and there is no closed orbit to quantize.

## Exact solution for $\beta<1$

### The boost

With the plane-wave factor $e^{iky}$ removed, the two-component function $\psi(x)$ satisfies

$$\left[v\sigma_xp_x+v\sigma_y(\hbar k+eBx)+eEx-\varepsilon\right]\psi=0 .$$

The electric term multiplies the unit matrix and the magnetic term multiplies $\sigma_y$. A transformation that mixes these two matrices can remove the electric term. Put

$$\psi=S\chi,\qquad S=e^{-\eta\sigma_y/2},$$

with a real constant $\eta$, and multiply the equation from the left by $S$. This $S$ is Hermitian, not unitary, so the operation is not a change of basis for $H$. It is allowed because the right-hand side is zero and $S$ is invertible.

Three products are needed. Since $\sigma_y$ anticommutes with $\sigma_x$, moving $S$ through $\sigma_x$ turns it into $S^{-1}$, so

$$S\sigma_xS=\sigma_xS^{-1}S=\sigma_x .$$

From $\sigma_y^2=1$,

$$S^2=\cosh\eta-\sigma_y\sinh\eta,\qquad
S\sigma_yS=\sigma_yS^2=\sigma_y\cosh\eta-\sinh\eta .$$

The terms proportional to the unit matrix become

$$(eEx-\varepsilon)\cosh\eta-v(\hbar k+eBx)\sinh\eta .$$

Because $eE=\beta veB$, the coefficient of $x$ is $veB(\beta\cosh\eta-\sinh\eta)$. It vanishes if

$$\tanh\eta=\beta ,$$

which has a real solution only for $\beta<1$. Then $\cosh\eta=\gamma=(1-\beta^2)^{-1/2}$ and $\sinh\eta=\beta\gamma$. What remains of the unit-matrix terms is $-\varepsilon'$, with

$$\varepsilon'=\gamma(\varepsilon+\beta\hbar vk).$$

The coefficient of $\sigma_y$ is

$$v(\hbar k+eBx)\gamma-(eEx-\varepsilon)\beta\gamma
=v\gamma\left(\hbar k+\frac{\beta\varepsilon}{v}\right)+veB\gamma(1-\beta^2)x .$$

Since $\gamma(1-\beta^2)=1/\gamma$, this equals $v(\hbar k'+eB'x)$ with

$$k'=\gamma\left(k+\frac{\beta\varepsilon}{\hbar v}\right),\qquad B'=\frac B\gamma=B\sqrt{1-\beta^2}.$$

The equation for $\chi$ is therefore purely magnetic:

$$\left[v\sigma_xp_x+v\sigma_y(\hbar k'+eB'x)\right]\chi=\varepsilon'\chi .$$

The pair $(\varepsilon/v,\hbar k)$ has transformed as energy and momentum do under a boost to a frame moving with velocity $-\beta v$ along $y$. The limiting speed in this boost is $v$, a property of the band. It is a map of the Dirac equation, and it does not give the fields that a moving laboratory observer would measure.

### Levels of the magnetic problem

Let $\pi=\hbar k'+eB'x$. Then $[\pi,p_x]=i\hbar eB'$, and

$$a=\frac{\pi+ip_x}{\sqrt{2\hbar eB'}}$$

satisfies $[a,a^\dagger]=1$. The off-diagonal elements of the Hamiltonian are $v(p_x-i\pi)=-iv\sqrt{2\hbar eB'}\,a$ and its adjoint. Its square is diagonal:

$$2\hbar eB'v^2\begin{pmatrix}aa^\dagger&0\\0&a^\dagger a\end{pmatrix}.$$

Hence $\varepsilon'^2=2|n|\hbar eB'v^2$ with integer $n$. With $s=\operatorname{sgn}(n)$ and oscillator states $|m\rangle$, direct substitution confirms the eigenvectors

$$\chi_n=\frac1{\sqrt2}\begin{pmatrix}-is\,|\,|n|-1\rangle\\|\,|n|\,\rangle\end{pmatrix}\ (n\ne0),\qquad
\chi_0=\begin{pmatrix}0\\|0\rangle\end{pmatrix},$$

so both signs of $\varepsilon'$ occur, with a single state at zero. Using $eB'=\hbar/(l^2\gamma)$,

$$\varepsilon'_n=\operatorname{sgn}(n)\sqrt{2|n|}\,\frac{\hbar v}{l}(1-\beta^2)^{1/4}.$$

The wavevector $k'$ contains the unknown $\varepsilon$, but it only shifts the origin of $x$ and does not enter $\varepsilon'_n$. Since $S$ is a constant invertible matrix, $\psi$ is normalizable exactly when $\chi$ is, and no level is lost or added.

### Return to the original energy

Solving $\varepsilon'=\gamma(\varepsilon+\beta\hbar vk)$ for $\varepsilon$ gives

$$\boxed{\varepsilon_{n,k}=\operatorname{sgn}(n)\sqrt{2|n|}\,\frac{\hbar v}{l}(1-\beta^2)^{3/4}-\beta\hbar vk}$$

The exponent is the sum $\tfrac14+\tfrac12$: the weaker field $B'$ contributes $\tfrac14$, and the factor $1/\gamma$ in the energy contributes $\tfrac12$.

The last term gives the drift. By the Hellmann–Feynman theorem the mean velocity along $y$ is

$$\langle v\sigma_y\rangle=\frac1\hbar\frac{\partial\varepsilon}{\partial k}=-\beta v=-\frac EB ,$$

the same for every level. It is the velocity $\mathbf E\times\mathbf B/B^2$, since $\hat x\times\hat z=-\hat y$.

## What is held fixed

At fixed $k$ all spacings shrink by $(1-\beta^2)^{3/4}$. This is the relevant comparison for a perturbation uniform along $y$, which conserves $k$. Fixed $k$ does not mean fixed position, however. Applying the Hellmann–Feynman theorem to the parameter $E$, at fixed $k$ and $B$, gives

$$e\langle x\rangle=\frac{\partial\varepsilon}{\partial E}=\frac1{vB}\frac{\partial\varepsilon}{\partial\beta}.$$

The derivative of $(1-\beta^2)^{3/4}$ is $-\tfrac32\beta(1-\beta^2)^{-1/4}$, and $\hbar/(eBl)=l$, so

$$\langle x\rangle=-kl^2-\tfrac32\operatorname{sgn}(n)\sqrt{2|n|}\,l\,\beta(1-\beta^2)^{-1/4}.$$

Electron levels ($n>0$) move against the field, towards lower potential energy, and further for larger $n$. Between levels of the same $k$ this lowers the potential-energy difference by more than the spacing itself is reduced. The kinetic part of the spacing grows, as the next result shows.

To compare states with the same mean position, eliminate $k$. Multiplying the last equation by $eE=\beta\hbar v/l^2$ and rearranging,

$$-\beta\hbar vk=eE\langle x\rangle+\tfrac32\beta^2\operatorname{sgn}(n)\sqrt{2|n|}\,\frac{\hbar v}{l}(1-\beta^2)^{-1/4}.$$

Insert this in the boxed result and take out $(1-\beta^2)^{-1/4}$. The bracket left over is $1-\beta^2+\tfrac32\beta^2=1+\tfrac12\beta^2$, so

$$\varepsilon=eE\langle x\rangle+\operatorname{sgn}(n)\sqrt{2|n|}\,\frac{\hbar v}{l}\,\frac{1+\beta^2/2}{(1-\beta^2)^{1/4}} .$$

At fixed mean position the spacings grow with $E$. The statement that they shrink is thus true at fixed $k$ and false at fixed $\langle x\rangle$.

## The collapse

As $\beta\to1$ from below, all levels of a given $k$ approach $-\hbar vk$. The states spread at the same time. For $n=0$ the density is a Gaussian of rms width

$$\Delta x=\frac1{\sqrt2}\sqrt{\frac{\hbar}{eB'}}=\frac{l}{\sqrt2}(1-\beta^2)^{-1/4},$$

which diverges.

**At $\beta=1$** no finite boost exists, so return to the original equation. Expand $\psi=f|+\rangle+g|-\rangle$ in eigenvectors of $\sigma_y$, with phases chosen so that $\sigma_x$ exchanges them. With $eE=veB$ the two components read

$$vp_xg+(2veBx+\hbar vk-\varepsilon)f=0,\qquad vp_xf-(\varepsilon+\hbar vk)g=0 .$$

Let $\Delta=\varepsilon+\hbar vk$. If $\Delta\neq0$, eliminating $g=vp_xf/\Delta$ gives

$$\hbar^2v^2f''=\Delta(2veBx+\hbar vk-\varepsilon)f ,$$

an Airy equation. On the side where its solutions oscillate, their amplitude falls only as $|x|^{-1/4}$, so $\int|f|^2dx$ diverges. If $\Delta=0$, the second equation makes $f$ constant, and normalization requires $f=0$. The first then makes $g$ constant, which is not normalizable either. There are no Landau states at $\beta=1$: the levels do not merge into one bound level.

**For $\beta>1$** choose $\tanh\eta=1/\beta$. Now the coefficient of $x$ multiplying $\sigma_y$, $veB(\cosh\eta-\beta\sinh\eta)$, vanishes, and the boost leaves a purely electric problem. With a constant $\kappa$ and a function $w(x)$ linear in $x$ it reads

$$\left[\sigma_xp_x+\hbar\kappa\sigma_y+\hbar w\right]\chi=0
\quad\Longrightarrow\quad
\chi'=(\kappa\sigma_z-iw\sigma_x)\chi .$$

Let $N=\chi^\dagger\chi$ and $Y=\chi^\dagger\sigma_y\chi$. The Pauli algebra gives $N'=2\kappa\chi^\dagger\sigma_z\chi$ and $Y'=-2w\chi^\dagger\sigma_z\chi$, hence $N'=-\kappa Y'/w$ and

$$\left(N+\frac{\kappa Y}{w}\right)'=-\frac{\kappa w'}{w^2}\,Y .$$

Since $|Y|\le N$, the bracket lies between $N/2$ and $3N/2$ once $|w|\ge2|\kappa|$. Its logarithmic derivative is then at most $2|\kappa w'|/w^2$, which is integrable at large $|x|$. The bracket, and with it $N$, tends to a nonzero constant. No solution decays at any energy, in agreement with the open classical orbits.

## Numbers

The collapse field is $vB=(1.0\times10^6\ \text{m/s})(2\ \text{T})$, or 20 kV/cm, so $\beta=12/20=0.6$ and $\gamma=1.25$. The magnetic length is $l=18.1$ nm.

Without the electric field the spacing between $n=0$ and $n=1$ is $\sqrt2\,\hbar v/l=51.3$ meV. In the boosted problem $B'=2/1.25=1.6$ T, which lowers it to $51.3\sqrt{0.8}=45.9$ meV. Dividing by $\gamma$ gives the spacing at fixed $k$:

$$\frac{45.9}{1.25}=51.3\times0.7155=36.7\ \text{meV}.$$

At fixed mean position the factor is 1.319 and the spacing is 67.7 meV. The difference is potential energy: at $k=0$ level 1 is centred at $-25.8$ nm and level 0 at the origin, and $eE=1.2$ meV/nm gives $1.2\times25.8=31.0$ meV. The drift speed is $6.0\times10^5$ m/s.

At the same $B$ and fixed $k$, the spacing is 47.8 meV for $\beta=0.3$ and 14.8 meV for $\beta=0.9$. The reduction factor falls slowly at first, as $1-\tfrac34\beta^2$, and steeply near the collapse, where it is close to $[2(1-\beta)]^{3/4}$.

### Beside a real device

These are rough values for a lateral p-n junction defined by gates, where $E$ is the built-in field and not a Hall field driven by a current. One assumption that is strongly broken is that of independent electrons. With a rough relative permittivity of 4, the Coulomb energy of two charges a distance $l$ apart is 19.8 meV, over half the calculated spacing. This is a scale and not a computed shift, but it means that 36.7 meV is a one-electron reference and not a prediction of a measured line.

The field of a junction is also not uniform. Replacing $eEx$ by $eEL\tanh(x/L)$ with $L=100$ nm, a total energy drop of 240 meV, and diagonalizing $H$ at $k=0$ in oscillator functions gives 38.0 meV, which is 1.3 meV above the uniform-field value. This value belongs to $k=0$, and the spacing now depends on $k$. It is smallest when the two states lie on either side of the middle of the junction. For states far outside, where the electric field vanishes, it returns to the $E=0$ value of 51.3 meV. The profile is imposed and not self-consistent. In a gated sample the partly filled Landau levels screen the potential, flattening it where a level meets the Fermi energy and steepening it in between, so the local field can differ from this smooth form.

Disorder broadens the levels and breaks the conservation of $k$. A mobility of $10^5$ cm²/Vs at a density of $10^{11}$ cm⁻², rough values for a clean sample, gives a transport time $\tau=\mu\hbar\sqrt{\pi n_e}/(ev)$, with $\mu$ the mobility and $n_e$ the density, and an energy scale $\hbar/\tau=1.8$ meV. At 2 T this density just fills level 0, so it refers to the middle region of the junction. The sides, at $\pm120$ meV, hold about $10^{12}$ cm⁻², where the same mobility gives 0.55 meV. This is a zero-field transport scale and not the width of a Landau level. The magnetic field concentrates the states in energy, which strengthens the effect of disorder, and small-angle scattering counts little in $\tau$. The actual width can therefore be several times larger. Disorder can also connect level 0 to a level-1 state of equal energy and different $k$. Their centres are $67.7/1.2=56.4$ nm apart, and the integral of the square root of the product of their densities, evaluated from the numerical eigenvectors, is 0.27. This number is an upper bound on the overlap of the two spinor states and not a scattering rate. The bound is not small enough to rule out scattering between levels, a route to breakdown. How strong that scattering is depends on the actual disorder and needs a separate calculation.

The other effects are smaller. On the classical level-1 orbit the kinetic energy reaches $36.7/(1-\beta)=91.8$ meV. There a nearest-neighbour lattice band with bond length 0.142 nm and the same $v$ departs from the cone by at most 0.46 meV. The Zeeman splitting for a $g$ factor of 2 is 0.23 meV, and the thermal energy at 4 K is 0.34 meV.

## Comparison of the estimate and the solution

For the first level at $k=0$ the scaling estimate gives $(51.3/\sqrt2)\times0.7155=26.0$ meV, against 36.7 meV from the exact solution of the model. The exponent is right and the prefactor is too small by $\sqrt2$, for every $n\geq1$ and every $\beta<1$.

The missing factor has a simple origin. The estimate set the product of the half-axes equal to $n\hbar$, whereas the area of the ellipse is $\pi x_mp_m$. Setting this area equal to $2\pi\hbar n$ gives $x_mp_m=2n\hbar$ and restores $\sqrt{2n}$. That no constant is added to $n$ cannot be seen from scaling. It follows from the state $\chi_0$, which has zero energy in the boosted problem.

The estimate at $k=0$ also covers other values of $k$. Replacing $x$ by $x-kl^2$ removes $\hbar k$ from the magnetic term and adds $-eEkl^2=-\beta\hbar vk$ to the energy, which is the second term of the exact result. The estimate used only the area of the ellipse. The centre of the ellipse, at $u=-\beta\varepsilon/(1-\beta^2)$, moves with the energy, so states of equal $k$ and different $n$ lie at different positions. The estimate was made at fixed $k$, and its exponent belongs to that comparison alone.
